# Embedding an ionic surface cluster: fitted charges and boundary-core pseudopotentials

## The situation

An anion at an ionic surface is to be treated quantum mechanically, while the rest of the crystal is represented by point charges. The charges must supply the Madelung potential of the whole surface, although only finitely many are used. A second difficulty arises at the cluster boundary. To an electron, a cation is a positive charge surrounded by an occupied core, and orthogonality to the core orbitals keeps other electrons of the same spin largely out of it. A bare point charge has no core. It is an open Coulomb well, and the anion's electrons can spill towards it.

These are separate problems. Fitting the charges cures the first and leaves the second. The scheme below fits distant charges to the electrostatics and gives each nearby boundary cation a short-range core pseudopotential, while keeping its point charge.

## Model and conventions

Gaussian units are used. An electron has charge $-e$ and potential energy $-e\phi$. The crystal is a rock-salt (001) slab with ion spacing $d$, layers at $z=-kd$ for $k=0,\dots,L-1$, and vacuum at $z>0$. The charge at $(id,jd,-kd)$ is

$$q_{ijk}=-Ze(-1)^{i+j+k},$$

so a surface anion sits at the origin. Its five nearest cations, four in the surface and one below, are the boundary cations $\mathbf R_c$.

The numerical model has $Z=1$, $d=4$ bohr and $L=6$. The anion's electron pair occupies one orbital of a fixed one-electron Hamiltonian. Each electron of the pair sees a neutral remainder at the anion, represented by a well $-U e^{-\beta r^2}$ with $U=1$ hartree and $\beta=0.3\ \text{bohr}^{-2}$. These are round model parameters, not those of a material. With bare boundary charges,

$$h_0=-\frac{\hbar^2}{2m}\nabla^2-Ue^{-\beta r^2}-\sum_{n\,\rm outer}\frac{e q_n}{|\mathbf r-\mathbf R_n|}-\sum_c\frac{Ze^2}{|\mathbf r-\mathbf R_c|}.$$

The outer sum omits the anion and the five boundary cations. For $Z=1$ the remainder of the anion is neutral and $h_0$ is complete. For $Z>1$ the remaining charge $-(Z-1)e$ adds a repulsion $(Z-1)e^2/r$ to $h_0$. There is no self-consistent screening, so the computed displacements belong to this independent-electron model.

## The target potential

The slab potential can be written as two rapidly converging sums. Split each Coulomb term as

$$\frac1r=\frac{\operatorname{erfc}(\eta r)}r+\frac{\operatorname{erf}(\eta r)}r .$$

The first part is summed in real space. For the second, use $\operatorname{erf}(\eta r)/r=(2/\sqrt\pi)\int_0^\eta e^{-r^2t^2}dt$. The in-plane Fourier transform of $e^{-\rho^2t^2}$ is $(\pi/t^2)e^{-G^2/4t^2}$, so

$$F_G(z)=2\sqrt\pi\int_0^\eta\frac{dt}{t^2}\,e^{-z^2t^2-G^2/4t^2}.$$

The integral is

$$F_G(z)=\frac{\pi}{G}\left[e^{Gz}\operatorname{erfc}\!\left(\frac G{2\eta}+\eta z\right)+e^{-Gz}\operatorname{erfc}\!\left(\frac G{2\eta}-\eta z\right)\right].$$

To see this, differentiate the right side with respect to $\eta$. Both exponentials combine to $e^{-G^2/4\eta^2-\eta^2z^2}$, the terms proportional to $z$ cancel, and $2\sqrt\pi\,\eta^{-2}e^{-G^2/4\eta^2-\eta^2z^2}$ remains, which is the integrand at $t=\eta$. Both sides vanish as $\eta\to0$.

In a layer, $(-1)^{i+j}=e^{i\mathbf Q\cdot\mathbf R}$ with $\mathbf Q=(\pi/d)(1,1)$. Poisson summation therefore shifts the reciprocal lattice by $\mathbf Q$, leaving $\mathbf G=(\pi/d)(\text{odd},\text{odd})$. There is no $G=0$ term because each layer is neutral. With $\boldsymbol\rho=(x,y)$,

$$\phi_{\rm slab}(\mathbf r)=\sum_n q_n\frac{\operatorname{erfc}(\eta|\mathbf r-\mathbf R_n|)}{|\mathbf r-\mathbf R_n|}-\frac{Ze}{d^2}\sum_k(-1)^k\sum_{\mathbf G}e^{i\mathbf G\cdot\boldsymbol\rho}F_G(z+kd).$$

At an ion site, its own real-space term is omitted. The Fourier part still contains that ion's $q_n\operatorname{erf}(\eta r)/r$, whose limit at $r=0$ is $2\eta q_n/\sqrt\pi$; this is subtracted.

The sum gives $1.68155\,e/d$ at the surface anion and $-1.74834\,e/d$ at the cation below it. Call the magnitudes $M_s$ and $M_c$ in units of $e/d$.

## Why fitting on a surface is enough

Let $D$ be a ball around the anion in which the finite array contains every ion with its correct charge. Inside $D$, the singular terms of array and slab cancel in $\delta\phi=\phi_{\rm array}-\phi_{\rm slab}$. The remaining sources lie outside, so

$$\nabla^2\delta\phi=0\quad\text{in }D,\qquad \max_D|\delta\phi|\le\max_{\partial D}|\delta\phi| .$$

The inequality holds because a harmonic function equals its average over any small sphere and hence has no strict interior extremum. Control on the boundary is control throughout the region.

The field at the centre is controlled too. Let $R$ be the radius of $D$ and $\epsilon$ the boundary maximum. Each Cartesian derivative of $\delta\phi$ is harmonic, so its central value is its average over the ball. The divergence theorem turns that average into a surface integral:

$$|\nabla\delta\phi(0)|\le\frac{4\pi R^2\epsilon}{4\pi R^3/3}=\frac{3\epsilon}{R}.$$

The array used here has $11\times11\times6=726$ ions, and its 240 side-wall ions have adjustable charges. The ball has $R=2.5d$, well inside the walls at $5d$. Wall ions related by the symmetry of the square share one charge change $x_s$. There are six such orbits per layer, hence 36 unknowns.

At fitting point $\mathbf r_p$, let $b_p$ be the error before fitting and $A_{ps}=\sum_{n\in s}|\mathbf r_p-\mathbf R_n|^{-1}$. With $P$ points, orbit sizes $m_s$ and initial total charge $Q_0$, minimize

$$J=\frac1P\sum_p\Big(b_p+\sum_sA_{ps}x_s\Big)^2+\mu\sum_sm_sx_s^2,\qquad \sum_sm_sx_s=-Q_0 .$$

The penalty $\mu$ restrains large alternating charges that barely affect $D$. Add $2\lambda(\sum_sm_sx_s+Q_0)$ and set half the derivative with respect to each $x_s$ to zero. With $M=\operatorname{diag}(m_s)$,

$$\begin{pmatrix}A^TA/P+\mu M&m\\m^T&0\end{pmatrix}\begin{pmatrix}x\\\lambda\end{pmatrix}=\begin{pmatrix}-A^Tb/P\\-Q_0\end{pmatrix}.$$

For 500 points and $\mu=10^{-10}d^{-2}$, the root-mean-square error on the sphere is as follows.

| Wall charges | Error ($e/d$) |
|---|---:|
| formal | $1.3\times10^{-2}$ |
| half on faces, quarter on vertical edges | $4.0\times10^{-4}$ |
| fitted | $1.5\times10^{-6}$ |

The fitted charges lie between $-1.05e$ and $1.09e$, so the accuracy is not bought with huge cancelling charges. On 3000 other points of the sphere the largest error is $4.3\times10^{-6}e/d$. Taking this as $\epsilon$, the central field error is at most about $3(4.3\times10^{-6})/2.5=5\times10^{-6}e/d^2$. Electrostatic misfit near the anion is therefore negligible in what follows.

## Why a bare charge is a trap

Place a hydrogenic 1s orbital on the subsurface boundary charge. Its kinetic energy and attraction to that charge add to $-Z^2me^4/(2\hbar^2)$. The other ions lie almost wholly outside this spherical density, so their mean potential is nearly the potential at its centre.

That central value needs care. The full lattice gives an electron the energy $+ZM_ce^2/d$ at the cation. But the electron has been taken from the anion, whose remaining charge is $-(Z-1)e$ instead of $-Ze$. This removes a repulsion $e^2/d$. Hence

$$E_{\rm trap}\simeq-\frac{Z^2me^4}{2\hbar^2}+\frac{(ZM_c-1)e^2}{d}.$$

The omitted terms are the penetration of the 1s tail into neighbouring ions and the tail of the anion well. By the variational principle, the trial energy including them is an upper bound to the lowest level of $h_0$ in any basis containing the trial orbital.

For $Z=1$ the estimate is $-0.500+0.748/4=-0.313$ hartree. The trial expectation value in the Gaussian basis, with the omitted terms, is $-0.338$ hartree.

Compare this with an electron on the anion. The free anion well has level $\varepsilon_a=-0.149$ hartree, and the site potential shifts it by $-ZM_se^2/d$:

$$E_{\rm anion}\simeq\varepsilon_a-\frac{ZM_se^2}{d}=-0.1493-0.4204=-0.570\ \text{hartree}.$$

The trap lies above the anion level, so the pair stays mainly on the anion but mixes with trap states. This is overpolarization, not yet collapse.

Two changes turn one into the other.

- **Larger spacing.** At $Z=1$ the estimated levels cross when $(M_c-1+M_s)/d=0.500-0.149$ in atomic units, or $d\simeq6.9$ bohr. A surface cation is a slightly deeper trap. Shifting the slab by $d$ along $x$ reverses every charge, so its site potential is $-M_se/d$, its estimate is $-0.500+(M_s-1)/d$, and it crosses the anion level at $(2M_s-1)/d=0.351$, or $d\simeq6.7$ bohr. Beyond these spacings the bare Hamiltonian prefers a trap. With the valence level $-0.179$ hartree of a cation with a core (next section) in place of $-0.500$, the same estimate puts the crossing at $(2M_s-1)/d=0.179-0.149$, near 80 bohr, so over a wide range of spacings the collapse is an artefact of the bare charge. A compact basis may still find the anion state.
- **Larger charge.** For $Z=2$ at $d=4$ bohr, $E_{\rm trap}\simeq-2+(2M_c-1)/4=-1.376$ hartree. The site potential gives the anion electron $-2M_s/4=-0.841$ hartree. This subsurface trap is lower unless the free anion binds that electron by more than 0.535 hartree. A surface trap, at $-2+(2M_s-1)/4=-1.409$ hartree, is deeper still and raises the required binding to 0.568 hartree. From $Z=1$ to $Z=2$ the hydrogenic level falls by 1.5 hartree, while the lattice repulsion rises by only $M_c/4=0.437$ hartree.

## What the missing core does

Let a free cation have one-electron Hamiltonian $h_+$ and an occupied core orbital $c$ with $h_+c=\varepsilon_cc$. A valence orbital satisfies $h_+\psi=\varepsilon\psi$ and $\langle c|\psi\rangle=0$, with $\varepsilon>\varepsilon_c$. Define a smoother function $\chi=\psi+ac$. Then $\langle c|\chi\rangle=a$, and

$$\left[h_++(\varepsilon-\varepsilon_c)|c\rangle\langle c|\right]\chi=\varepsilon\psi+a\varepsilon_cc+a(\varepsilon-\varepsilon_c)c=\varepsilon\chi .$$

Orthogonality has become a repulsive operator confined to the core. It counteracts the deep core attraction, while outside the core the potential remains $-Ze^2/r$. This justifies the form

$$v_{\rm pp}=-\frac{Ze^2}{r}+A\,w_c,\qquad w_c=e^{-\alpha r^2}P_s,$$

where $P_s$ averages a function over angles about the cation. Core exclusion needs only an s channel in this model, because its core contains only an s orbital; the extra core attraction felt by non-s waves is neglected. A core with occupied p orbitals needs a p channel as well.

The model cation has the explicit potential

$$v_+=-\frac{Ze^2}{r}-\frac{N_ce^2\operatorname{erfc}(\kappa r)}r,\qquad N_c=2,\quad\kappa=2\ \text{bohr}^{-1}.$$

Diagonalization in ten s-type Gaussians gives a core level of $-1.274$ hartree and a valence level of $-0.179$ hartree; at the basis limit the core level is $-1.277$ hartree and the valence level is unchanged to these digits. The bare charge instead has its lowest level at $-0.500$ hartree. With $\alpha=1.25\ \text{bohr}^{-2}$, root finding gives $A=9.53$ hartree in this basis (9.50 at the basis limit) when the lowest pseudopotential level is required to equal the valence level. No crystal result enters this choice of $A$. The exponent $\alpha$ is set by hand to keep the repulsion short-ranged, and the free-ion level fixes $A$ only once $\alpha$ is given.

The lowest s level on the cation has risen from $-0.500$ to $-0.179$ hartree, which moves the trap away from the anion level. Adding the central lattice energy would give $-0.179+0.187\simeq0$ hartree in place of $-0.313$, but this is only a rough guide. In a $-e^2/r$ tail a level of $-0.179$ hartree has its classical turning point at $1/0.179=5.6$ bohr, beyond $d$, so the neighbouring ions no longer lie outside the orbital.

## Penetration must fall with repulsion

Put $w=\sum_cw_c$ and let $\psi_A$ be the normalized lowest orbital of $h_0+Aw$, with energy $E(A)$. Write $W(A)=\langle\psi_A|w|\psi_A\rangle$; it measures s-wave penetration into the boundary cores. For $A_2>A_1$, use each orbital as a trial state for the other Hamiltonian:

$$E(A_1)\le E(A_2)-(A_2-A_1)W(A_2),$$
$$E(A_2)\le E(A_1)+(A_2-A_1)W(A_1).$$

Together these give

$$W(A_2)\le\frac{E(A_2)-E(A_1)}{A_2-A_1}\le W(A_1).$$

Penetration cannot increase with $A$. The proof holds in any fixed basis, because both trial states belong to it. It says nothing about the sign or size of the dipole, and it does not select $A$; the free-ion condition does that.

In the example, $W$ is 0.0344 at zero repulsion, 0.00089 at the fitted $A$ and 0.00046 at $2A$. Between the last two, the level rises from $-0.54366$ to $-0.53770$ hartree. The quotient $0.00596/9.53=0.00063$ lies between the two penetrations, as required.

## Implementation

```text
INPUT ions, quantum region, ball D, free-cation data
1. Build a finite array with all ions in D at formal charge.
2. Compute the slab potential at points on the boundary of D.
3. Group wall ions by symmetry; solve the constrained fit.
4. Evaluate the error at other boundary points.
   If too large: enlarge the array or add wall unknowns.
5. Fix A from the free cation's valence level.
6. Build h0: kinetic term, anion, outer charges,
   and the net charge +Ze of each boundary cation.
7. Add A exp(-alpha r^2) P_s on each boundary cation.
8. Diagonalize; compute level, mean z and penetration.
9. Repeat with functions added on the boundary cations.
```

For a Gaussian $g_i=N_ie^{-a|\mathbf r-\mathbf D|^2}$, with the cation at the origin and $D=|\mathbf D|$, the angular average is

$$\bar g_i(r)=N_ie^{-a(r^2+D^2)}\frac{\sinh(2aDr)}{2aDr}=N_ie^{-a(r-D)^2}\frac{1-e^{-4aDr}}{4aDr}.$$

The second form avoids overflow of the hyperbolic sine. The projected matrix element is $4\pi\int_0^\infty r^2e^{-\alpha r^2}\bar g_i\bar g_j\,dr$, found by radial quadrature.

The calculation uses 84 s-type Gaussians: 16 at or within 0.6 bohr of the anion, 10 on each boundary cation, and 18 halfway to the five cations and at the mirror point in the vacuum. Displaced s functions allow the density to polarize.

**Cost.** With $N$ array charges, $P$ fitting points, $S$ wall unknowns and $B$ basis functions, the fit costs $O(PN+PS^2+S^3)$ after the lattice sum. The charge integrals cost $O(NB^2)$ and dense diagonalization $O(B^3)$. With $N_r$ radial points, the pseudopotential adds $O(N_rB^2)$ per boundary cation, because every pair of basis functions needs a radial quadrature.

**Stability.** Diffuse functions on neighbouring centres become nearly dependent; the program therefore discards overlap eigenvectors with eigenvalues below $10^{-7}$, although the basis used here has none. In the fit, too small a $\mu$ permits large cancelling charges, and too large a $\mu$ leaves avoidable error.

## Reading the surface example

The reference calculation uses the explicit potential $v_+$ on all five cations and requires the anion orbital to be orthogonal to their frozen free-ion core orbitals. It contains core exclusion without the pseudopotential. It omits core relaxation and electron correlation, and it is a reference for this model only.

| Boundary treatment | Level (hartree) | Mean $z$ (bohr) |
|---|---:|---:|
| bare charges | $-0.583$ | $-0.187$ |
| pseudopotentials | $-0.544$ | $-0.037$ |
| frozen-core reference | $-0.540$ | $-0.035$ |
| only subsurface charge bare | $-0.553$ | $-0.279$ |
| bare charges, anion basis only | $-0.566$ | $-0.108$ |

The pair dipole is $p_z=-2e\langle z\rangle$. Negative $\langle z\rangle$ puts electrons towards the crystal and makes $p_z$ positive. Bare charges give $0.373\,e\,$bohr, or 0.95 D; pseudopotentials give $0.073\,e\,$bohr, or 0.19 D; the reference gives $0.070\,e\,$bohr, or 0.18 D. The bare dipole is about five times the reference. The last digits depend on the basis. Adding p, d and f functions, and functions on the four cations at $(\pm d,\pm d,-d)$, lowers the first four levels in the table by less than 0.0005 hartree. It increases $|\langle z\rangle|$ by about 0.002 bohr (0.004 with only the subsurface charge bare) and each dipole by about 0.01 D, and the ratio stays near five. The pseudopotential removes the excess but keeps the small inward polarization.

Relative to the reference, the level is too low by 1.17 eV with bare charges and by 0.11 eV with pseudopotentials. The reference level lies between the values at $A$ and $2A$, so a stronger repulsion could match the level. It does so near $A=15.3$ hartree, but the mean $z$ is then $-0.027$ bohr against the reference $-0.035$, so changing $A$ alone does not reproduce both the level and the displacement. The source of this remaining error was not isolated.

Leaving only the subsurface charge bare gives a larger displacement than leaving all five bare. The four surface wells lie at $z=0$, so density drawn to them adds to the spill without adding inward displacement. Opening them lowers the level from $-0.553$ to $-0.583$ hartree, yet it reduces $|\langle z\rangle|$ from 0.279 to 0.187 bohr. The dipole alone is therefore not a measure of total spill.

The anion-only basis lowers the bare penetration from 0.0344 to 0.0056 and partly hides the fault. Its displacement is still about three times the reference. Adding functions on the cations improves the variational solution of $h_0$, but $h_0$ is the wrong Hamiltonian near the cores.

Electrostatic error looks different. Replacing the fitted wall charges by formal ones lowers the anion's site potential by $0.01166\,e/d$, which should raise an electron level by $0.01166/4=0.0029$ hartree. The pseudopotential level rises from $-0.54366$ to $-0.54075$ hartree, the same amount. The level shift from the poor array is thus predicted by the site potential alone; its effect on the displacement was not computed. The missing core shifts the level by 0.043 hartree with the site potential unchanged, and it distorts the orbital.

## Failure modes

- **The point charge is deleted with its well.** The repulsion must be added to the net $+Ze$. Removing one boundary charge would shift the anion level by about $Ze^2/d=0.25$ hartree at $Z=1$.
- **The core is counted twice.** A pseudopotential that already contains $-Ze^2/r$ must not be placed on top of another point charge.
- **The bare boundary is merely moved outward.** Cations beyond the first five remain bare here, and no basis functions are centred on them. Diffuse functions or a larger quantum region may reach them; they then need pseudopotentials too.
- **The fitting region is too small.** The potential bound applies inside $D$. Density extending outside it is not protected.
- **The surface itself changes.** Relaxed or charged surfaces need a new target potential. If layers are not neutral, the omitted $G=0$ term must be restored.
